# Acoustic-phonon cooling and Shockley's square-root law for hot electrons, part 1

(Sections cited here and not found follow in the second part.)

## First half: what the phonons do to a hot electron gas

**Q.** An electric field does work on the electrons in a semiconductor, and the phonons take the energy away. You want to describe the outcome by one electron temperature. What exactly are you assuming?

**A.** The electrons have an isotropic mass $m$ and charge $-e$. The field has magnitude $E$, so the force on each electron has magnitude $F=eE$, and I take the $z$ axis along that force. Velocities along it count as positive, which spares us a minus sign in the drift speed.

The lattice stays at temperature $T$. The electron gas is dilute, so final states are nearly always empty. Its isotropic distribution is

$$
f_0(\varepsilon)=C\,e^{-\varepsilon/k_BT_e},\qquad \varepsilon=\tfrac12 mv^2,
$$

where $T_e$ is unknown. The scatterers are longitudinal acoustic phonons of frequency $\omega=cq$, with $c$ the speed of sound. Their energies are small beside $k_BT$ and $k_BT_e$; this is what "quasi-elastic" means here.

**Q.** Why should the distribution be Maxwellian at a temperature other than that of the lattice? The phonons would not choose that shape.

**A.** They would not. The shape is an assumption, which electron-electron collisions can justify if they exchange energy faster than the phonons remove it. In the second half I drop the assumption and find what it costs.

**Q.** Then start with the collisions. How strongly does an electron couple to a sound wave?

**A.** A longitudinal wave compresses the crystal and shifts the band edge by $D$ times the strain, where $D$ is the deformation potential. In a crystal of volume $V$ and density $\rho$, one mode has the quantum displacement amplitude $\sqrt{\hbar/(2\rho V\omega)}$. The strain is $q$ times the displacement, so the squared matrix element, before the phonon occupation is included, is

$$
|M_q|^2=D^2q^2\frac{\hbar}{2\rho Vcq}=\frac{D^2\hbar q}{2\rho Vc}.
$$

Absorption carries the further factor $N$ and emission the factor $N+1$, where $N=1/(e^{\hbar\omega/k_BT}-1)$. For small phonon energies both factors are close to $k_BT/(\hbar cq)$. Their sum gives

$$
|M_q|^2(2N+1)\simeq\frac{D^2\hbar q}{2\rho Vc}\,\frac{2k_BT}{\hbar cq}
=\frac{D^2k_BT}{\rho Vc^2}.
$$

The wavenumber has cancelled. Every final direction is equally likely, so the scattering is isotropic.

**Q.** How does that become a free path?

**A.** We need the density of final states per unit volume, for one spin because the collision preserves spin. Since $d\varepsilon/dk=\hbar^2k/m$,

$$
g(\varepsilon)=\frac{4\pi k^2}{(2\pi)^3}\frac{dk}{d\varepsilon}
=\frac{mk}{2\pi^2\hbar^2}.
$$

The golden rule then gives the total collision rate

$$
\frac1\tau=\frac{2\pi}{\hbar}\frac{D^2k_BT}{\rho c^2}\frac{mk}{2\pi^2\hbar^2}
=\frac{D^2mk_BT}{\pi\hbar^3\rho c^2}\,k.
$$

With $k=mv/\hbar$ this is $v/l$, where

$$
\frac1l=\frac{D^2m^2k_BT}{\pi\hbar^4\rho c^2}.
$$

The free path $l$ does not depend on the electron's energy. A faster electron has more states to scatter into, and its collision rate rises in proportion to its speed.

**Q.** So heating the electrons must reduce their mobility. Can you show by how much?

**A.** The field adds a small anisotropic part $\delta f$ to $f_0$. In a steady uniform state the linearized Boltzmann equation is

$$
F\frac{\partial f_0}{\partial p_z}=-\frac{\delta f}{\tau}.
$$

Here $\tau$ is also the relaxation time of the current. An isotropic collision sends out as many electrons forwards as backwards, so scattering into a state does not restore the anisotropic part.

Because $\partial\varepsilon/\partial p_z=v_z$,

$$
\delta f=-F\tau v_z\frac{df_0}{d\varepsilon}.
$$

The drift speed is the average of $v_z$. The isotropic part contributes nothing to it, and the angular average of $v_z^2$ is $v^2/3$. Hence

$$
v_d=-\frac F3\frac{\int g v^2\tau f_0'\,d\varepsilon}{\int g f_0\,d\varepsilon}.
$$

For our Maxwellian $f_0'=-f_0/k_BT_e$. With $\tau=l/v$ this becomes

$$
v_d=\frac{eE\,l}{3k_BT_e}\langle v\rangle .
$$

**Q.** The mean speed contains $T_e$ as well.

**A.** Let $u=\sqrt{2k_BT_e/m}$. The normalized speed distribution is $(4/\sqrt\pi)(v^2/u^3)e^{-v^2/u^2}$. With $v=ux$,

$$
\langle v\rangle=\frac{4u}{\sqrt\pi}\int_0^\infty x^3e^{-x^2}dx
=\frac{4u}{\sqrt\pi}\frac12=\frac{2u}{\sqrt\pi}.
$$

Since $k_BT_e=mu^2/2$, the mobility $\mu=v_d/E$ is

$$
\mu=\frac{el}{3}\frac{2}{mu^2}\frac{2u}{\sqrt\pi}
=\frac{4el}{3\sqrt\pi\,mu}.
$$

Let $u_0$ and $\mu_0$ be the values of $u$ and $\mu$ at $T_e=T$. The free path depends on the lattice temperature and not on $T_e$, so

$$
\mu=\mu_0\sqrt{\frac{T}{T_e}},\qquad
\mu_0=\frac{4el}{3\sqrt\pi\,mu_0}.
$$

**Q.** Your electron-electron collisions are frequent enough to make $f_0$ Maxwellian, yet you let phonons alone shape $\delta f$. Is that consistent?

**A.** It is consistent only in a window: electron collisions must be faster than the loss of energy to phonons but slower than the loss of momentum. The loss formula derived below makes the ratio of these two phonon rates $3k_BT/(8mc^2)$, which is large for soft phonons but only about 9 in the example of the second half. Outside the window it is a closure, and its cost can be estimated. Take the opposite extreme, in which electron collisions make the whole distribution a slightly displaced Maxwellian. Then $\delta f=f_0mv_zv_d/k_BT_e$. Electron collisions conserve total momentum, so the force must balance the momentum lost to phonons:

$$
eE=\left\langle mv_z\frac vl\frac{mv_zv_d}{k_BT_e}\right\rangle
=\frac{m^2v_d\langle v^3\rangle}{3lk_BT_e}.
$$

The third moment is

$$
\langle v^3\rangle=\frac{4u^3}{\sqrt\pi}\int_0^\infty x^5e^{-x^2}dx
=\frac{4u^3}{\sqrt\pi},
$$

because the integral equals one. Therefore

$$
\mu_{\rm displaced}=\frac{3elk_BT_e}{m^2\langle v^3\rangle}
=\frac{3\sqrt\pi\,el}{8mu}=\frac{9\pi}{32}\,\mu .
$$

This is about 12% below $\mu$ at the same $T_e$, with the same dependence on $T_e$. The closure affects the coefficient of the final law and not its power. I keep the phonon-controlled $\delta f$, which is Shockley's choice.

**Q.** The numerical output lists a simulated mobility 4% below your formula. Is the formula wrong?

**A.** The shortfall comes from the way the simulation was summed. It followed 60,000 electrons in equilibrium with $c/u_0=0.05$ for a time $8l/u_0$, and used the Einstein relation in the form

$$
\mu_0=\frac{e}{3k_BT}\int_0^\infty\langle\mathbf v(0)\cdot\mathbf v(t)\rangle dt .
$$

The velocities were sampled at random events of constant rate $\Gamma=12.07\,u_0/l$. Such events fall uniformly in time, so each sample, including the first, should carry the weight $1/\Gamma$. The first was given half that weight.

Its velocity is still the initial one, for which $\langle v^2\rangle=3k_BT/m$. The missing amount is therefore

$$
\frac{e}{3k_BT}\frac{1}{2\Gamma}\frac{3k_BT}{m}=\frac{e}{2m\Gamma}
=0.041\,\frac{el}{mu_0}.
$$

The formula gives $4/(3\sqrt\pi)=0.752$ in the same unit, so 5.5% of it was left out. Restoring this changes the printed ratio from 0.957 to about 1.01. The sampling error is roughly 1%, so the corrected result agrees with the formula.

**Q.** Now the energy. You have just treated the collisions as elastic, and elastic collisions remove no energy.

**A.** The elastic approximation is good enough for the current, but the loss is the small difference between emission and absorption. I must form that difference before approximating.

Take two electron states with energies $\varepsilon$ and $\varepsilon+\hbar\omega$, connected by one phonon mode. An electron in the upper state can emit the phonon, and one in the lower state can absorb it. The two processes have the same $|M_q|^2$. The net downward rate is therefore proportional to

$$
(N+1)f_0(\varepsilon+\hbar\omega)-Nf_0(\varepsilon)
=f_0(\varepsilon)\left[(N+1)e^{-\hbar\omega/k_BT_e}-N\right].
$$

The definition of $N$ gives $N+1=Ne^{\hbar\omega/k_BT}$. The bracket becomes

$$
N\left[\exp\left(\frac{\hbar\omega}{k_BT}-\frac{\hbar\omega}{k_BT_e}\right)-1\right].
$$

For small phonon energies $N\simeq k_BT/\hbar\omega$, and the exponential may be expanded to first order:

$$
\frac{k_BT}{\hbar\omega}\left(\frac{\hbar\omega}{k_BT}-\frac{\hbar\omega}{k_BT_e}\right)
=1-\frac{T}{T_e}.
$$

It vanishes at $T_e=T$, as thermal equilibrium requires. Once this factor has been taken out, the rest may be evaluated with elastic kinematics.

**Q.** What is the rest?

**A.** Each net transition delivers $\hbar\omega$ to the lattice. The product we need is

$$
\hbar\omega|M_q|^2=\hbar cq\,\frac{D^2\hbar q}{2\rho Vc}
=\frac{D^2\hbar^2q^2}{2\rho V}.
$$

On the elastic sphere $|\mathbf k'|=|\mathbf k|=k$, and $q^2=|\mathbf k'-\mathbf k|^2=2k^2(1-\cos\alpha)$, where $\alpha$ is the scattering angle. The average of $\cos\alpha$ over all final directions is zero, so the average of $q^2$ is $2k^2$. Summing over the final states gives

$$
S(v)=\frac{2\pi}{\hbar}\frac{D^2\hbar^2}{2\rho}(2k^2)\frac{mk}{2\pi^2\hbar^2}
=\frac{D^2mk^3}{\pi\rho\hbar}.
$$

From the free path, $D^2=\pi\hbar^4\rho c^2/(lm^2k_BT)$. Substituting this and $k=mv/\hbar$,

$$
S(v)=\frac{\hbar^3c^2k^3}{lmk_BT}=\frac{m^2c^2v^3}{lk_BT}.
$$

The power lost per electron is the thermal average of $S$ times the net factor:

$$
P_{\rm loss}=\frac{m^2c^2\langle v^3\rangle}{lk_BT}\left(1-\frac T{T_e}\right).
$$

**Q.** Can this be put in a form with a plain meaning?

**A.** The two moments found above give $\langle v^3\rangle=2u^2\langle v\rangle=(4k_BT_e/m)\langle v\rangle$. Hence

$$
P_{\rm loss}=\frac{4mc^2\langle v\rangle}{l}\frac{T_e}{T}\left(1-\frac T{T_e}\right)
=\frac{4mc^2\langle v\rangle}{l}\left(\frac{T_e}{T}-1\right).
$$

The mean collision rate is $\langle v\rangle/l$. The loss divided by this rate is $4mc^2(T_e/T-1)$, which contains the small energy $mc^2$. That is why a modest field can heat the gas: many collisions are needed to dispose of the energy.

**Q.** The lattice temperature stands in the denominator. Does a cold lattice then cool the electrons without limit?

**A.** No, because $l$ also contains $T$. The free path formula gives

$$
\frac{m^2c^2}{lk_BT}=\frac{D^2m^4}{\pi\hbar^4\rho},
$$

from which $T$ has gone. At fixed $T_e$ the power is proportional to $\langle v^3\rangle(1-T/T_e)$, and this stays finite as $T$ falls. To leading order in the phonon energy, the first term is the effect of spontaneous emission and the second that of the thermal phonons, which return energy to the electrons. The split is less accurate than the sum: for the example in the second half the two parts are 0.82 and $-0.11$ in units of the first term, instead of 1 and $-0.25$, while their sum is only 5% below the formula. As $T\to0$ only spontaneous emission is left, and the loss formula still holds up to a correction of first order in $\hbar\omega/k_BT_e$, which is 18% for the parameters of the example in the second half. What fails in that limit is the approximation of many phonons per mode, and with it the free path $l$ and the mobility.

**Q.** Taking out the net factor and then making everything else elastic could hide an error of the same order as the loss. Has the result been tested without that device?

**A.** Yes. The energies of emitted and absorbed phonons were integrated separately over a Maxwellian, with the phonon energy kept in the kinematics and in $N$, and then subtracted. For $c/u_0=0.01$ and $T_e/T=1.5$, 3 and 6, the difference agreed with $P_{\rm loss}$ to within 1% of the formula.

## Second half: the balance, its limits and an example

**Q.** Remind me what we carry over before you balance anything.

**A.** The lattice is at $T$ and the electrons are at $T_e$; write $\theta=T_e/T$. The sound speed is $c$, the free path is $l$, and $u=\sqrt{2k_BT_e/m}=u_0\sqrt\theta$, where $u_0$ is its value at $T_e=T$. From the first half,

$$
\mu=\frac{4el}{3\sqrt\pi\,mu}=\frac{\mu_0}{\sqrt\theta},\qquad
P_{\rm loss}=\frac{8mc^2u}{\sqrt\pi\,l}(\theta-1).
$$

The second expression uses $\langle v\rangle=2u/\sqrt\pi$. We shall also need $g(\varepsilon)$, the density of states, and $S(v)=m^2c^2v^3/(lk_BT)$, the energy-exchange strength of an electron of speed $v$.

**Q.** Now what temperature does the field produce?

**A.** The force $eE$ acting at drift speed $\mu E$ supplies the power $e\mu E^2$. In the steady state this equals the loss:

$$
\frac{4e^2lE^2}{3\sqrt\pi\,mu}=\frac{8mc^2u}{\sqrt\pi\,l}(\theta-1).
$$

Multiply by $\sqrt\pi\,l/(8mc^2u)$:

$$
\frac{e^2l^2E^2}{6m^2c^2u^2}=\theta-1.
$$

The free path can be traded for the low-field mobility, since $el=(3\sqrt\pi/4)mu_0\mu_0$. Then $e^2l^2=(9\pi/16)m^2u_0^2\mu_0^2$. With $u^2=u_0^2\theta$ and $r=\mu_0E/c$,

$$
\frac{9\pi}{96}\frac{r^2}{\theta}=\theta-1,
\qquad\text{so}\qquad
\theta^2-\theta-\frac{3\pi}{32}r^2=0.
$$

The product of the two roots is negative, so one root is negative and is discarded. The other is Shockley's electron temperature:

$$
\frac{T_e}{T}=\frac12\left[1+\sqrt{1+\frac{3\pi}{8}\left(\frac{\mu_0E}{c}\right)^2}\,\right],
\qquad v_d=\mu_0E\sqrt{\frac T{T_e}} .
$$

This state is stable. If $T_e$ rises above it, the mobility and the Joule power fall while the loss grows, and the gas cools back.

**Q.** Where is the square root of the field?

**A.** First take $r\ll1$. Expanding the root gives $\theta\simeq1+3\pi r^2/32$, and then $v_d\simeq\mu_0E(1-3\pi r^2/64)$. The first relative correction to Ohm's law is quadratic in the field.

For $r\gg1$ the constants may be dropped, and

$$
\theta\simeq\frac12\sqrt{\frac{3\pi}{8}}\;r .
$$

Since $v_d=cr/\sqrt\theta$,

$$
v_d\simeq c\sqrt r\,\sqrt2\left(\frac{8}{3\pi}\right)^{1/4}
=\left(\frac{32}{3\pi}\right)^{1/4}\sqrt{\mu_0cE}.
$$

The coefficient is 1.357. The electron temperature grows as $E$, the mobility therefore falls as $E^{-1/2}$, and the drift speed grows as $E^{1/2}$. The integrated balance with inelastic phonons, taken at $r=300$ and $c/u_0=10^{-4}$, gives the coefficient 1.355.

**Q.** How large must the field be before I see the exponent one half?

Balancing Joule heating against the loss to acoustic phonons has given Shockley's electron temperature and a drift speed that grows as the square root of a high field. It remains to find how large the field must be for that exponent to appear, to test the quasi-elastic and Maxwellian assumptions, and to work through an example with numbers.
